# Why filled remote bands contribute to downfolded hopping: verification in Python

```python
"""
Result under test: an active orbital 1 and an active orbital 2, both coupled to
a remote orbital B, acquire the effective one-particle element
    h_21 = h_2B h_B1 / (E_A - E_B)
whether B is empty or filled. For filled B the process is: B -> 2, then 1 -> B.
Symbols: E_A, E_B orbital energies; h_2B, h_B1 couplings; Delta = E_A - E_B;
U on-site repulsion; X repulsion between sites 1 and 2; W attraction between an
active electron and a hole in B. Levels are defined relative to filled B.
Fermions are represented by explicit matrices in the occupation basis.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.linalg import block_diag, expm, logm


def ladder(n_modes, fermions=True):
    """Annihilation matrices; without the sign string they are hard-core bosons."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    string = np.diag([1.0, -1.0]) if fermions else np.eye(2)
    result = []
    for mode in range(n_modes):
        matrix = np.eye(1)
        for k in range(n_modes):
            factor = string if k < mode else (lower if k == mode else np.eye(2))
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def one_body(h, c):
    n = len(c)
    return sum(h[p, q] * c[p].T @ c[q] for p in range(n) for q in range(n))


def filled_state(c, modes):
    """Creation operators applied to the empty state, last listed mode first."""
    state = np.zeros(c[0].shape[0])
    state[0] = 1.0
    for mode in reversed(modes):
        state = c[mode].T @ state
    return state


def second_order(H0, V, final, initial):
    """Hermitian second-order element, summed over all intermediate states."""
    energies = np.diag(H0).real
    e_i = (initial @ H0 @ initial).real
    e_f = (final @ H0 @ final).real
    weights = (final @ V) * (V @ initial)
    total = 0.0
    for m in np.flatnonzero(np.abs(weights) > 1e-14):
        total += weights[m] * 0.5 * (1 / (e_i - energies[m]) + 1 / (e_f - energies[m]))
    return total


def effective(H, model, sector):
    """Effective Hamiltonian from exact eigenstates projected on model states."""
    values, vectors = np.linalg.eigh(H[np.ix_(sector, sector)])
    overlap = model[sector].conj().T @ vectors
    chosen = np.argsort(np.sum(np.abs(overlap) ** 2, axis=0))[-model.shape[1]:]
    left, _, right = np.linalg.svd(overlap[:, chosen])
    rotation = left @ right
    return rotation @ np.diag(values[chosen]) @ rotation.conj().T


# ---- General model: two active orbitals (0, 1), three remote ones (2, 3, 4) ----
levels = np.array([0.0, 0.1, -1.3, -0.9, 1.6])
coupling = np.array([[0.30, 0.20 + 0.10j, -0.25],
                     [-0.15 + 0.20j, 0.35, 0.10 - 0.30j]])
h0 = np.diag(levels).astype(complex)
v = np.zeros((5, 5), complex)
v[:2, 2:] = coupling
v[2:, :2] = coupling.conj().T
c = ladder(5)
H0, V = one_body(h0, c), one_body(v, c)

formula_hop = sum(v[1, r] * v[r, 0] * 0.5
                  * (1 / (levels[0] - levels[r]) + 1 / (levels[1] - levels[r]))
                  for r in (2, 3, 4))
formula_shift = sum(abs(v[0, r]) ** 2 / (levels[0] - levels[r]) for r in (2, 3, 4))
largest_deviation = 0.0
for filling in product((0, 1), repeat=3):
    F = filled_state(c, [r + 2 for r in range(3) if filling[r]])
    on_0, on_1 = c[0].T @ F, c[1].T @ F
    hop = second_order(H0, V, on_1, on_0)
    shift = second_order(H0, V, on_0, on_0) - second_order(H0, V, F, F)
    largest_deviation = max(largest_deviation, abs(hop - formula_hop),
                            abs(shift - formula_shift))
assert largest_deviation < 1e-12

# Operator identities behind the two time orders (B is mode 2)
n_B = c[2].T @ c[2]
transfer = c[1].T @ c[0]
assert np.allclose(c[2].T @ c[0] @ c[1].T @ c[2], -transfer @ n_B)
assert np.allclose(c[1].T @ c[2] @ c[2].T @ c[0], transfer @ (np.eye(32) - n_B))


def decoupling(h):
    """Unitary that separates filled remote, active and empty remote orbitals."""
    _, vectors = np.linalg.eigh(h)
    u = np.zeros_like(h)
    for modes, columns in (([2, 3], [0, 1]), ([0, 1], [2, 3]), ([4], [4])):
        Y = vectors[:, columns]
        left, _, right = np.linalg.svd(Y[modes])
        u[:, modes] = Y @ (left @ right).conj().T
    return u


# All orders: transform the many-electron Hamiltonian and inspect its elements
h = h0 + v
u = decoupling(h)
h_down = u.conj().T @ h @ u
G = expm(one_body(logm(u), c))
H_down = G.conj().T @ (H0 + V) @ G
F = filled_state(c, [2, 3])
on_0, on_1 = c[0].T @ F, c[1].T @ F
all_order_deviation = abs(on_1 @ H_down @ on_0 - h_down[1, 0])
image = H_down @ on_0
leak = np.linalg.norm(image - on_0 * (on_0 @ image) - on_1 * (on_1 @ image))
assert all_order_deviation < 1e-10 and leak < 1e-10

errors = []
for scale in (0.1, 0.05):
    hs = h0 + scale * v
    us = decoupling(hs)
    errors.append(abs((us.conj().T @ hs @ us)[1, 0] - scale ** 2 * formula_hop))
error_ratio = errors[0] / errors[1]
assert 15 < error_ratio < 17

# ---- Worked bridge: modes 0 = metal 1, 1 = oxygen p, 2 = metal 2; energies in eV ----
Delta, V1, V2 = 4.0, 1.0, -1.0
U, X, W = 5.0, 0.2, 0.5
spread, temperature = 1.0, 300.0


def bridge(scale=1.0):
    return np.array([[0.0, scale * V1, 0.0],
                     [scale * V1, -Delta, scale * V2],
                     [0.0, scale * V2, 0.0]])


c3 = ladder(3)
number = np.diag(sum(a.T @ a for a in c3))
one, two = np.flatnonzero(number == 1), np.flatnonzero(number == 2)
base = np.diag(np.diag(bridge()))
H0, V = one_body(base, c3), one_body(bridge() - base, c3)
empty, full = filled_state(c3, []), filled_state(c3, [1])
initial, final = c3[0].T @ full, c3[2].T @ full
t_formula = V1 * V2 / Delta
t_empty = second_order(H0, V, c3[2].T @ empty, c3[0].T @ empty)
t_full = second_order(H0, V, final, initial)
assert np.isclose(t_empty, t_formula) and np.isclose(t_full, t_formula)

direct_norm = np.linalg.norm(c3[1].T @ c3[0] @ initial)
hole_state = c3[2].T @ c3[1] @ initial
hole_denominator = initial @ H0 @ initial - hole_state @ H0 @ hole_state
hole_numerator = (final @ V @ hole_state) * (hole_state @ V @ initial)
assert direct_norm == 0
assert np.isclose(hole_numerator / hole_denominator, t_formula)

# Control: without the exchange sign the filled-B amplitude is reversed
b = ladder(3, fermions=False)
boson_full = filled_state(b, [1])
t_boson = second_order(one_body(base, b), one_body(bridge() - base, b),
                       b[2].T @ boson_full, b[0].T @ boson_full)
assert np.isclose(t_boson, -t_formula)

# Exact diagonalization of the bridge with B empty and with B filled
H = H0 + V
model_empty = np.column_stack([c3[0].T @ empty, c3[2].T @ empty])
model_full = np.column_stack([initial, final])
eff_empty = effective(H, model_empty, one)
eff_full = effective(H, model_full, two)
vacuum = np.linalg.eigvalsh(H[np.ix_(one, one)])[0]
pair = np.linalg.eigvalsh(H[np.ix_(two, two)])[:2]
assert np.isclose(eff_empty[1, 0], eff_full[1, 0])
assert np.isclose(eff_empty[0, 0], eff_full[0, 0] - vacuum)
symmetric = np.array([1.0, 1.0]) / np.sqrt(2)
assert np.isclose(symmetric @ eff_full @ symmetric, pair[0])

# Interactions between sites and with the hole
n3 = [a.T @ a for a in c3]
H_int = X * n3[0] @ n3[2] - W * (n3[0] + n3[2]) @ (np.eye(8) - n3[1])
D_int = Delta + X - 2 * W
t_int = V1 * V2 / D_int
small = 0.02
weak = effective(one_body(bridge(small), c3) + H_int, model_full, two)[1, 0]
assert abs(weak / (small ** 2 * t_int) - 1) < 5e-4
t_int_exact = effective(H + H_int, model_full, two)[1, 0]

# Electrons with spin: modes 0-2 spin up, 3-5 spin down
c6 = ladder(6)
n6 = [a.T @ a for a in c6]
up, down = np.diag(sum(n6[:3])), np.diag(sum(n6[3:]))
sector = np.flatnonzero((up == 2) & (down == 1))
F6 = filled_state(c6, [1, 4])
model6 = np.column_stack([c6[0].T @ F6, c6[2].T @ F6])
hubbard = n6[0] @ n6[3] + n6[2] @ n6[5]


def spin_hop(scale, repulsion):
    hs = bridge(scale)
    H6 = one_body(block_diag(hs, hs), c6) + repulsion * hubbard
    return effective(H6, model6, sector)[1, 0]


assert np.isclose(spin_hop(1.0, 0.0), eff_empty[1, 0])
assert abs(spin_hop(small, U) / (small ** 2 * t_formula) - 1) < 5e-4
t_U = spin_hop(1.0, U)
H06 = one_body(block_diag(base, base), c6) + U * hubbard
V6 = one_body(block_diag(bridge() - base, bridge() - base), c6)
spectator = c6[5].T @ F6
t_occupied = second_order(H06, V6, c6[2].T @ spectator, c6[0].T @ spectator)
assert np.isclose(t_occupied, V1 * V2 * 0.5 * (1 / Delta + 1 / (Delta + U)))

kT = constants.k * temperature / constants.e
log_thermal = -Delta / (kT * np.log(10))
time_fs = constants.hbar / (Delta * constants.e) * 1e15
hartree = constants.physical_constants["Hartree energy in eV"][0]

print("GENERAL MODEL (dimensionless energies)")
print(f"largest deviation over 8 remote fillings: {largest_deviation:.1e}")
print(f"all-order deviation, filled remote orbitals: {all_order_deviation:.1e}")
print(f"leakage out of the active space: {leak:.1e}")
print(f"error ratio when couplings are halved: {error_ratio:.2f}")
print("BRIDGE, INPUTS")
print(f"Delta = E_A - E_B: {Delta:.2f} eV")
print(f"couplings h_B1, h_2B: {V1:.2f}, {V2:.2f} eV")
print(f"U, X, W: {U:.2f}, {X:.2f}, {W:.2f} eV")
print("BRIDGE, SECOND ORDER")
print(f"filled B, norm after direct first step 1->B: {direct_norm:.1f}")
print(f"hole order, product of matrix elements: {hole_numerator:+.3f} eV^2")
print(f"hole order, energy denominator: {hole_denominator:+.3f} eV")
print(f"hopping h_21, B empty: {t_empty:+.4f} eV")
print(f"hopping h_21, B filled: {t_full:+.4f} eV = {t_full / hartree:+.6f} hartree")
print(f"same with hard-core bosons, B filled: {t_boson:+.4f} eV")
print("BRIDGE, EXACT DIAGONALIZATION OF THE MODEL (no interaction)")
print(f"hopping, B empty: {eff_empty[1, 0]:+.4f} eV")
print(f"hopping, B filled: {eff_full[1, 0]:+.4f} eV")
print(f"site shift, B empty: {eff_empty[0, 0]:+.4f} eV")
print(f"site shift, B filled, above vacuum: {eff_full[0, 0] - vacuum:+.4f} eV")
print(f"vacuum energy minus E_B: {vacuum + Delta:+.4f} eV")
print(f"plus electron in (1+2), minus E_A+E_B: {pair[0] + Delta:+.4f} eV")
print(f"plus electron in (1-2), minus E_A+E_B: {pair[1] + Delta:+.4f} eV")
print("SIZE OF NEGLECTED EFFECTS")
print(f"higher orders change |h_21| by: {100 * (eff_full[1, 0] / t_full - 1):+.1f} %")
print(f"hole-order energy cost with X and W: {D_int:.2f} eV")
print(f"hopping with X and W, second order: {t_int:+.4f} eV")
print(f"hopping with X and W, diagonalized: {t_int_exact:+.4f} eV")
print(f"hopping with spin and U, empty target, diagonalized: {t_U:+.4f} eV")
print(f"hopping with U, target holds opposite spin, 2nd order: {t_occupied:+.4f} eV")
print(f"oxygen level spread assumed: +/- {spread:.1f} eV")
print(f"hopping at Delta - spread: {V1 * V2 / (Delta - spread):+.4f} eV")
print(f"hopping at Delta + spread: {V1 * V2 / (Delta + spread):+.4f} eV")
print(f"log10 of exp(-Delta/kT) at {temperature:.0f} K: {log_thermal:.1f}")
print(f"time scale hbar/Delta of the virtual hole: {time_fs:.3f} fs")
print("tests ok")
```

Running it gives:

```
GENERAL MODEL (dimensionless energies)
largest deviation over 8 remote fillings: 1.6e-17
all-order deviation, filled remote orbitals: 2.1e-16
leakage out of the active space: 3.3e-15
error ratio when couplings are halved: 15.95
BRIDGE, INPUTS
Delta = E_A - E_B: 4.00 eV
couplings h_B1, h_2B: 1.00, -1.00 eV
U, X, W: 5.00, 0.20, 0.50 eV
BRIDGE, SECOND ORDER
filled B, norm after direct first step 1->B: 0.0
hole order, product of matrix elements: +1.000 eV^2
hole order, energy denominator: -4.000 eV
hopping h_21, B empty: -0.2500 eV
hopping h_21, B filled: -0.2500 eV = -0.009187 hartree
same with hard-core bosons, B filled: +0.2500 eV
BRIDGE, EXACT DIAGONALIZATION OF THE MODEL (no interaction)
hopping, B empty: -0.2247 eV
hopping, B filled: -0.2247 eV
site shift, B empty: +0.2247 eV
site shift, B filled, above vacuum: +0.2247 eV
vacuum energy minus E_B: -0.4495 eV
plus electron in (1+2), minus E_A+E_B: -0.4495 eV
plus electron in (1-2), minus E_A+E_B: +0.0000 eV
SIZE OF NEGLECTED EFFECTS
higher orders change |h_21| by: -10.1 %
hole-order energy cost with X and W: 3.20 eV
hopping with X and W, second order: -0.3125 eV
hopping with X and W, diagonalized: -0.2677 eV
hopping with spin and U, empty target, diagonalized: -0.2166 eV
hopping with U, target holds opposite spin, 2nd order: -0.1806 eV
oxygen level spread assumed: +/- 1.0 eV
hopping at Delta - spread: -0.3333 eV
hopping at Delta + spread: -0.2000 eV
log10 of exp(-Delta/kT) at 300 K: -67.2
time scale hbar/Delta of the virtual hole: 0.165 fs
tests ok
```
